# Light-hole shares of carriers and ballistic modes in germanium contacts

## Problem

A metal contacts heavily doped p-type germanium. Near the top of the valence band, describe the holes by two spherical parabolic bands with a common edge, masses $m_h=0.33\,m_0$ (heavy) and $m_l=0.043\,m_0$ (light), and two spin states each. Hole energy $E$ is counted positive into the valence band. All holes share one Fermi level.

(a) Show that at zero temperature light holes are about 4.5 percent of the carriers but supply about 11.5 percent of the ballistic modes. Explain the difference.

(b) Do these shares change with temperature?

(c) For a hole density $p=10^{20}\ \mathrm{cm^{-3}}$, find the lowest contact resistivity that the modes allow.

(d) Estimate how warping, coupling to other bands and a Schottky barrier change the answers.

## Solution

### (a) A volume and its shadow

At the Fermi energy $E_F$, band $i$ has the wavevector

$$k_i=\frac{\sqrt{2m_iE_F}}{\hbar},\qquad \frac{k_l}{k_h}=\sqrt r,\qquad r=\frac{m_l}{m_h}=0.1303 .$$

The carriers fill a sphere in wavevector space. One state occupies $(2\pi)^3$ per unit volume of crystal, and there are two spins, so

$$p_i=\frac{2}{(2\pi)^3}\,\frac{4\pi k_i^3}{3}=\frac{k_i^3}{3\pi^2}\propto m_i^{3/2}.$$

To count modes, let $z$ be the contact normal and $\mathbf k_t$ the wavevector in the contact plane. The particle flux from one side, with occupation $f$, is

$$J_i=\frac{2}{(2\pi)^3}\int d^2k_t\int_{v_z>0}dk_z\,v_z f .$$

At fixed $\mathbf k_t$, $v_z\,dk_z=dE/\hbar$: the velocity cancels the one-dimensional density of states. Since $2\pi\hbar=h$,

$$J_i=\frac1h\int dE\,\frac{M_i(E)}{A}f(E),\qquad \frac{M_i}{A}=\frac{2}{(2\pi)^2}\int d^2k_t .$$

Here $A$ is the contact area. The last integral covers those $\mathbf k_t$ for which a right-moving state exists at energy $E$. For a sphere this is its shadow, a disc of area $\pi k_i^2$:

$$\frac{M_i}{A}=\frac{k_i^2}{2\pi}\propto m_i .$$

Dividing by the sums over both bands gives

$$\frac{p_l}{p_h+p_l}=\frac{r^{3/2}}{1+r^{3/2}}=\frac{0.04704}{1.04704}=4.49\%,$$

$$\frac{M_l}{M_h+M_l}=\frac{r}{1+r}=\frac{0.1303}{1.1303}=11.53\% .$$

The difference comes from the number of modes per carrier,

$$\frac{M_i/A}{p_i}=\frac{k_i^2/2\pi}{k_i^3/3\pi^2}=\frac{3\pi}{2k_i}.$$

At a common $E_F$, a light hole therefore supplies $k_h/k_l=r^{-1/2}=2.77$ times as many modes as a heavy one. This is also the ratio of the Fermi velocities $\hbar k_i/m_i$: light holes are few, but each crosses the contact plane faster. The ratio of the two shares is slightly smaller, $11.53/4.49=2.57$, because the shares have different denominators.

For equal masses both shares become one half. For $r\ll1$ they tend to $r^{3/2}$ and $r$, so both vanish, the mode share more slowly.

The mode share is also the share of the current if every mode has the same transmission. Part (d) shows what happens when it does not.

### (b) Temperature

Differentiating $k_i^3/3\pi^2$ with respect to energy gives the density of states. At temperature $T$ and Fermi level $\mu$,

$$p_i=\frac{(2m_i)^{3/2}}{2\pi^2\hbar^3}\int_0^\infty\sqrt E\,f(E)\,dE .$$

A small voltage $V$ shifts one reservoir by $eV$, so the conductance contains the mode number averaged with $-\partial f/\partial E$. With $M_i/A=m_iE/(\pi\hbar^2)$, integration by parts gives

$$\left\langle\frac{M_i}{A}\right\rangle=\frac{m_i}{\pi\hbar^2}\int_0^\infty E\left(-\frac{\partial f}{\partial E}\right)dE
=\frac{m_i}{\pi\hbar^2}\int_0^\infty f\,dE .$$

The boundary term vanishes at both ends. The remaining integrals are the same for both bands, so they cancel in the shares. Within this model the two percentages hold at every temperature, degenerate or not. Degeneracy matters for the absolute number of modes.

### (c) The ballistic resistivity

Assume that the metal offers a state for every hole mode and that every mode is fully transmitted. Let the voltage be the difference between the Fermi levels of the carriers sent in from the two sides. Each mode, with spin counted separately, then conducts $e^2/h=3.874\times10^{-5}\ \mathrm S$, and the contact resistivity $\rho$ obeys

$$\frac1\rho=\frac{e^2}{h}\,\frac{M_h+M_l}{A}.$$

The density $p=0.1\ \mathrm{nm^{-3}}$ fixes the wavevectors:

$$k_h^3=\frac{3\pi^2p}{1+r^{3/2}}=\frac{2.961}{1.047}\ \mathrm{nm^{-3}},\quad k_h=1.414\ \mathrm{nm^{-1}},\quad k_l=\sqrt r\,k_h=0.511\ \mathrm{nm^{-1}}.$$

Hence $E_F=\hbar^2k_h^2/2m_h=0.231\ \mathrm{eV}$. The mode densities are

$$\frac{M_h}{A}=\frac{1.414^2}{2\pi}=0.3183\ \mathrm{nm^{-2}},\qquad \frac{M_l}{A}=\frac{0.511^2}{2\pi}=0.0415\ \mathrm{nm^{-2}} .$$

Their sum is $0.3597\ \mathrm{nm^{-2}}$ before rounding. With $1\ \mathrm{nm^2}=10^{-14}\ \mathrm{cm^2}$,

$$\rho=\frac{10^{-14}}{3.874\times10^{-5}\times0.3597}\ \Omega\,\mathrm{cm^2}=7.2\times10^{-10}\ \Omega\,\mathrm{cm^2}.$$

At 300 K and the same density, the thermal energy is $k_BT=0.0259$ eV. The leading Sommerfeld correction to the density integral requires

$$\mu^{3/2}\left[1+\frac{\pi^2}{8}\left(\frac{k_BT}{\mu}\right)^2\right]=E_F^{3/2},\qquad \mu\simeq E_F\left[1-\frac{\pi^2}{12}\left(\frac{k_BT}{E_F}\right)^2\right].$$

This lowers $\mu$ by about 1 percent. Since $\int_0^\infty f\,dE\simeq\mu$ in the degenerate regime, the resistivity rises by about 1 percent.

### (d) What the simple model leaves out

**Warping and band coupling.** The Fermi energy of 0.231 eV is close to germanium's split-off energy $\Delta\approx0.29$ eV, so parabolic bands are doubtful at this density. A better model uses three p-like orbitals with spin:

$$H=\frac{\hbar^2}{2m_0}D(\mathbf k)+\frac{\Delta}{3}(1-\mathbf L\cdot\boldsymbol\sigma),$$

$$D_{ii}=(\gamma_1+4\gamma_2)k_i^2+(\gamma_1-2\gamma_2)(k^2-k_i^2),\qquad D_{ij}=6\gamma_3k_ik_j\ (i\ne j).$$

Here $\mathbf L$ is the orbital angular momentum in units of $\hbar$, and $\boldsymbol\sigma$ contains the Pauli matrices. At $\mathbf k=0$ the energies are $0$ (four states) and $\Delta$ (two states). Rough germanium values are $\gamma_1=13.4$, $\gamma_2=4.2$ and $\gamma_3=5.7$.

Coupling to the conduction band at gap $E_g\approx0.8$ eV, with Kane energy $E_P\approx26$ eV, adds $E_Pk_ik_j/(E_g+E)$ to $D_{ij}$ once the conduction state is eliminated and its own dispersion neglected. The $\gamma$ values already contain this term at $E=0$, so the correction is

$$D_{ij}\to D_{ij}-E_P\left(\frac1{E_g}-\frac1{E_g+E}\right)k_ik_j .$$

Along a direction $\mathbf n$, $D(\mathbf k)=k^2D(\mathbf n)$. The equation $Hu=Eu$ is then a generalized matrix eigenvalue problem for $k^2$, whose solutions trace the constant-energy surfaces. The enclosed volume gives the carriers. A line along $z$ enters and leaves a closed surface in pairs, and half of its crossings are right-moving, so with two spins

$$\frac MA=\frac{2}{(2\pi)^2}\,\frac12\int|dS_z| .$$

This holds for dented surfaces too. "Light" now means the inner surface. Numerical integration over angles, with $E_F$ adjusted to keep $p=10^{20}\ \mathrm{cm^{-3}}$, gives these zero-temperature values for transport along [001]:

| Model | $E_F$ (eV) | Carriers (%) | Modes (%) | $\rho$ ($10^{-10}\ \Omega\,\mathrm{cm^2}$) |
|---|---|---|---|---|
| spherical, parabolic | 0.231 | 4.5 | 11.5 | 7.2 |
| spherical + split-off | 0.218 | 12.5 | 21.5 | 6.8 |
| warping alone | 0.222 | 4.1 | 11.8 | 7.5 |
| warping + split-off | 0.164 | 5.0 | 8.9 | 5.3 |
| also conduction band | 0.162 | 5.8 | 9.9 | 5.3 |

The percentages are the light shares. The second row uses $\gamma_1=(m_0/m_l+m_0/m_h)/2$ and $\gamma_2=\gamma_3=(m_0/m_l-m_0/m_h)/4$, which reproduce the original masses at small $k$. The third row removes the split-off band by making $\Delta$ very large.

The corrections do not add. In the spherical case, a heavy hole has its orbital transverse to $\mathbf k$ and its spin aligned with the orbital moment. This state is an eigenstate of both terms of $H$, so its mass stays at 0.33. The light band does couple to the split-off band. Its effective mass in the carrier count, proportional to $p_l^{2/3}/E_F$, grows by

$$\left(\frac{12.49}{4.492}\right)^{2/3}\frac{0.2309}{0.2178}=2.1 .$$

With warping present, the split-off band changes both surfaces. Compare rows three and four. The outer surface holds nearly the same number of holes, $9.59$ and $9.50\times10^{19}\ \mathrm{cm^{-3}}$, but its modes, obtained from $\rho$ and the mode share, rise from about 0.30 to 0.44 $\mathrm{nm^{-2}}$. The light modes barely change, from 0.040 to 0.043 $\mathrm{nm^{-2}}$. The light mode share therefore falls although the light carrier share rises.

The outer surface is sensitive to the rough parameters. Along [110], the smallest eigenvalue of $D(\mathbf n)$ is $\gamma_1+\gamma_2-3\gamma_3=0.5$, a small difference of large numbers: raising $\gamma_3$ by only 0.1 lowers it to 0.2. In the model of row four, changing $\gamma_3$ by 0.1 either way moves the light mode share between about 5 and 12 percent, and the resistivity between about 4 and $6\times10^{-10}\ \Omega\,\mathrm{cm^2}$. Bands left out of the model can also matter at these wavevectors. The last two rows therefore support a fall in the resistivity, but they do not settle whether the light mode share falls or rises in germanium.

For a [001] contact, the simple percentages fare better at lower density. The model of the last row gives 4.5 and 12.0 percent at $10^{19}\ \mathrm{cm^{-3}}$, and 4.2 and 12.0 percent at $10^{18}\ \mathrm{cm^{-3}}$, again at zero temperature. Other contact normals can change the mode share, because a warped surface casts a different shadow in each direction. With warping alone (row three) it falls from 11.8 percent for [001] to about 9.9 for [110] and 9.1 for [111]; in the model of the last row at $10^{20}\ \mathrm{cm^{-3}}$ it stays between 9.7 and 9.9 percent.

**A Schottky barrier.** Return to the spherical masses and take a rough barrier $\phi=0.10$ eV above the Fermi level, in hole energy. The total band bending is $V_0=\phi+E_F=0.331$ eV. For uniform acceptors of density $p$, all ionized, and no free holes in the depletion layer, the potential energy and width are

$$V(x)=V_0\left(1-\frac xw\right)^2,\qquad w=\sqrt{\frac{2\varepsilon V_0}{e^2p}}=2.4\ \mathrm{nm},$$

with $V_0$ in energy units and relative permittivity 16. For energy $E_z$ of motion along $z$, set $a^2=E_z/V_0$ and $u=1-x/w$. The WKB exponent is

$$S_i=\frac{w\sqrt{2m_iV_0}}{\hbar}\int_a^1\sqrt{u^2-a^2}\,du
=\frac{w\sqrt{2m_iV_0}}{2\hbar}\left[\sqrt{1-a^2}-a^2\operatorname{arcosh}\frac1a\right],$$

and the transmission is estimated as $e^{-2S_i}$. If $\mathbf k_t$ is conserved, equal areas of the mode disc correspond to equal intervals of transverse energy. The modes are thus spread uniformly over $0<E_z<E_F$. Numerical averaging gives mean transmissions of 0.23 for heavy and 0.54 for light holes. If the two bands also stay separate inside the barrier, the light share of the current becomes

$$\frac{0.0415\times0.540}{0.0415\times0.540+0.3183\times0.229}\approx24\%,$$

and $\rho$ rises to about $2.7\times10^{-9}\ \Omega\,\mathrm{cm^2}$. These figures are rough, and several effects are missing. For heavy holes at $E_z=E_F$ the exponent is $S_h\approx0.24$, too small for WKB to be accurate. Where $V<E_F$, degenerate holes remain and partly cancel the acceptor charge, so the real barrier is thicker than the depletion formula says; a Thomas–Fermi profile raises the WKB resistivity to about $3.6\times10^{-9}\ \Omega\,\mathrm{cm^2}$. The transmission also depends on the carrier velocity in the metal, which WKB ignores. The classical image force would lower the top of this barrier by about 0.15 eV, more than $\phi$ itself.

Band mixing matters as well. Inside the barrier, where $V>E$, a spherical band decays with $\kappa_i^2=k_t^2+2m_i(V-E)/\hbar^2$, so the light-like state decays more slowly. Heavy and light holes mix when $\mathbf k_t\ne0$, and a hole that arrives as heavy can then tunnel partly through the light-like state. This raises the heavy transmission and can remove most of the increase in the light share. Mixing lowers $\rho$ by a factor of roughly 1.3 to 2, depending on how the metal side is modelled. The image force lowers it by about a factor of two within the WKB estimate, but reflection at the metal, which WKB ignores, can make its effect clearly smaller. The 24 percent therefore illustrates the effect of mass on tunnelling in separate bands; it is not a prediction for germanium.

**The real contact.** At $p=10^{20}\ \mathrm{cm^{-3}}$ and for a [001] contact, the rough multiband model moves the light mode share from 11.5 to about 10 percent and lowers the ballistic resistivity by about a quarter. Both figures depend on the band parameters, and the light share in germanium could be clearly lower or slightly higher than the simple value. The assumption of full transmission can matter more. With separate bands and no image force, the example barrier roughly doubles the light-hole share of the current and, in the WKB estimate, raises the resistivity nearly fourfold; an exact transmission through the same barrier gives a factor between about 2.5 and 4.6, depending on how the metal side is modelled. Band mixing and the image force reduce both effects, so neither figure should be carried over to a real contact. Strain, disorder, dopant-induced band changes and the metal's own band structure are not included.

Numerical values quoted here were computed with a short program.
